\section*{Comment on reading site asymmetry from the Eu3+ red-to-orange ratio}

\section{The argument under review}

The manuscript compares Eu$^{3+}$ in several hosts through the photon-number ratio
\begin{equation}
R=\frac{I({}^5D_0\to{}^7F_2)}{I({}^5D_0\to{}^7F_1)},
\end{equation}
red over orange. Its argument runs as follows. The orange line is magnetic-dipole and serves as an internal standard. The red line is electric-dipole and is forbidden at a centre of inversion. Hence a larger $R$ means a less symmetric site, and a host with no red line must offer a centrosymmetric one.

The first two statements are sound under conditions given below. The conclusion does not follow from them. That a quantity vanishes at inversion symmetry does not tell us how it grows away from that symmetry, nor whether it vanishes elsewhere. Both questions can be answered by working out what $R$ contains.

I use Hartree atomic units. The levels have unmixed $J$, the site is static, and vibronic intensity is left out until the last section.

\section{What the ratio contains}

A small source with current amplitude $\mathbf J$ at frequency $\omega$ radiates a power proportional to $n\omega^2|\mathbf J_\perp|^2$, integrated over directions, in a medium of index $n$. An electric dipole $\mathbf p$ has $|\mathbf J|=\omega p$. A magnetic dipole $\boldsymbol\mu$ has $\mathbf J=i\mathbf k\times\boldsymbol\mu$ with $k=n\omega/c$. Both transverse parts have a $\sin^2$ pattern, so at equal frequency the magnetic-to-electric power ratio is $n^2\mu^2/(c^2p^2)$. The computed flux of a small current loop confirms this factor. Dividing power by $\omega$ gives photon numbers, which therefore carry $\omega^3$.

The electric amplitude is also multiplied by a local-field factor, taken here as the virtual-cavity value $(n^2+2)/3$. The magnetic moment is $-(\mathbf L+g\mathbf S)/2$, so its line strength is $M^2/4$ with $M=\langle{}^5D_0\|L+gS\|{}^7F_1\rangle$. With $\omega_2$ and $\omega_1$ the red and orange frequencies,
\begin{equation}
R=\Big(\frac{\omega_2}{\omega_1}\Big)^3\frac{(n^2+2)^2}{9n^2}\,\frac{4c^2S}{M^2},
\quad
S=\sum_{i,M_J}\big|\langle{}^5D_0|D_i|{}^7F_2M_J\rangle\big|^2 .
\label{R}
\end{equation}

Here $\mathbf D$ is the effective dipole acting inside $4f^6$. It is a sum of spin-independent one-electron operators, each a $7\times7$ matrix in the $f$ orbitals. For both mechanisms treated below this matrix is real and symmetric in real orbitals. Real symmetric matrices in an $l=3$ shell contain the ranks $0,2,4,6$ (dimensions $1+5+9+13=28$); the antisymmetric ones contain $1,3,5$. Two results follow:
\begin{itemize}
\item From $J=0$ to $J=2$ an operator must have rank 2. The intensity parameters $\Omega_4$ and $\Omega_6$ drop out.
\item From $J=0$ to $J=1$ it must have rank 1, which is absent. The orange line receives no electric-dipole part.
\end{itemize}

Write the rank-2 part as
\begin{equation}
D_i=T_{i,jk}\,q_{jk},\qquad q_{jk}=\sum_{\text{electrons}}\big(\hat r_j\hat r_k-\tfrac13\delta_{jk}\big),
\label{T}
\end{equation}
with $T$ symmetric and traceless in $jk$. For one electron $q_{jk}q_{jk}=1-\frac23+\frac13=\frac23$, whereas the five real Racah components obey $\sum_m(C^{(2)}_m)^2=1$. Thus $q_{jk}=\sqrt{2/3}\sum_m e^m_{jk}C^{(2)}_m$ with orthonormal tensors $e^m$.

In the $f$ shell $C^{(2)}=\langle3\|C^{(2)}\|3\rangle U^{(2)}$, where $U^{(2)}$ is the unit tensor. The element $\langle30|C^{(2)}_0|30\rangle=4/15$ and the squared $3j$ symbol $4/105$ give $\langle3\|C^{(2)}\|3\rangle^2=(16/225)(105/4)=28/15$. Finally, the sum over $M_J$ gives each component of $U^{(2)}$ a weight $U^2/5$, with $U=\langle{}^5D_0\|U^{(2)}\|{}^7F_2\rangle$, and no cross terms. Therefore
\begin{equation}
S=\Omega_2U^2,\qquad
\Omega_2=\frac23\cdot\frac{28}{15}\cdot\frac15\,\|T\|^2=\frac{56}{225}\sum_{ijk}T_{i,jk}^2 .
\label{O}
\end{equation}

At fixed index and fixed free-ion states, $R$ thus measures $\Omega_2$. The manuscript's inference now depends on whether $\Omega_2$ measures asymmetry.

\section{What one ligand contributes}

Let a ligand of charge $-Z$ and isotropic polarisability $\alpha$ sit at $\mathbf R_L=R_L\mathbf n$. Its contribution to $\mathbf D$ must be a polar vector, linear in $q$ and axially symmetric about $\mathbf n$. The candidates are $\mathbf n(\mathbf n\cdot q\cdot\mathbf n)$ and $q\cdot\mathbf n$, so
\begin{equation}
\mathbf D_L=a_3\big[\mathbf n(\mathbf n\cdot q\cdot\mathbf n)-\tfrac25\,q\cdot\mathbf n\big]+a_1\,q\cdot\mathbf n .
\label{lig}
\end{equation}
The coefficient $-\frac25$ makes the first tensor fully symmetric and traceless. It then depends on $\mathbf n$ through harmonics of degree 3, and the second through degree 1.

\subsection{Static mixing with 5d}

The ligand charge gives an electron the energy $V=Z\sum_t r^tP_t(\hat{\mathbf r}\cdot\mathbf n)/R_L^{t+1}$. Its odd terms mix $4f^55d$ into $4f^6$. I keep this excited configuration alone, at one mean energy $\Delta$. To first order a state becomes $|\psi\rangle-\Delta^{-1}PV|\psi\rangle$, where $P$ projects on $5d$. The electron's dipole is $-\mathbf r$; the two minus signs cancel and
\begin{equation}
\mathbf D^{\rm st}=\frac{\mathbf rPV+VP\mathbf r}{\Delta}.
\end{equation}
Because $5d$ is empty in the initial configuration, this remains a one-electron operator. Let $\rho_t=\langle5d|r^t|4f\rangle$. The term $t=5$ cannot contribute to $T$, since a vector and a rank-2 tensor couple to at most rank 3.

To find the coefficients, put $\mathbf n$ along $z$ and compare diagonal elements of $D_z$. Multiplication by $\cos\theta$ connects $|l-1,m\rangle$ and $|l,m\rangle$ with amplitude $b_l$, where $b_l^2=(l^2-m^2)/(4l^2-1)$. Hence
\begin{equation}
\langle3m|q_{zz}|3m\rangle=b_3^2+b_4^2-\tfrac13=\tfrac{2}{45}(4-m^2),
\end{equation}
and Eq.~(\ref{lig}) reads $D_z=(\frac35a_3+a_1)q_{zz}$.

For $t=1$ the static operator has diagonal elements
\begin{equation}
\frac{Z\rho_1^2}{\Delta R_L^2}\,2b_3^2=\frac{Z\rho_1^2}{\Delta R_L^2}\,\frac{2(9-m^2)}{35}.
\end{equation}
The constant left after removing a multiple of $4-m^2$ has rank 0. Matching the $m^2$ terms gives $\frac{2}{35}=\frac{2}{45}\cdot\frac97$, so
\begin{equation}
a_1=\frac97\,\frac{Z\rho_1^2}{\Delta R_L^2}.
\end{equation}

For $t=3$, $P_3=(5\cos^3\theta-3\cos\theta)/2$. The three-step paths from $l=3$ to $l=2$ give
\begin{align}
\langle2m|\cos^3\theta|3m\rangle&=b_3(b_2^2+b_3^2+b_4^2)=b_3\,\frac{7-m^2}{9},\\
\langle2m|P_3|3m\rangle&=b_3\,\frac{8-5m^2}{18}.
\end{align}
Apart from the factor $Z\rho_1\rho_3/(\Delta R_L^4)$, the static operator is therefore
\begin{equation}
2b_3^2\,\frac{8-5m^2}{18}=\frac{(9-m^2)(8-5m^2)}{315}.
\end{equation}
This contains several ranks. Diagonal matrices of different rank are orthogonal under the trace, so the rank-2 part follows by projection on $4-m^2$:
\begin{equation}
\frac{1}{315}\,\frac{\sum_m(4-m^2)(9-m^2)(8-5m^2)}{\sum_m(4-m^2)^2}
=\frac{1}{315}\cdot\frac{432}{84}=\frac{4}{245}.
\end{equation}
Equating this to $\frac35\cdot\frac2{45}\,a_3=\frac{2}{75}a_3$ gives the static coefficient $30/49$.

\subsection{Polarisation of the ligand}

The $4f$ electron also polarises the ligand. Its potential at $\mathbf R$ is $-1/|\mathbf R-\mathbf r|$, so its field there is $\nabla_R(1/|\mathbf R-\mathbf r|)$. The matrix element of this field between two $4f$ states induces a ligand dipole $\alpha$ times as large, which adds to the transition dipole. I use the static $\alpha$ and neglect overlap and mutual polarisation of the ligands. The quadrupole part, with $\langle r^2\rangle$ the $4f$ average, is
\begin{align}
\mathbf D^{\rm pol}&=\alpha\langle r^2\rangle\nabla_R\,\frac{3}{2}\frac{\mathbf R\cdot q\cdot\mathbf R}{R^5}\nonumber\\
&=\frac{3\alpha\langle r^2\rangle}{2R_L^4}\big[2\,q\cdot\mathbf n-5\,\mathbf n(\mathbf n\cdot q\cdot\mathbf n)\big].
\end{align}
The bracket is $-5$ times the degree-3 combination in Eq.~(\ref{lig}). There is no $a_1$ part. Altogether
\begin{equation}
a_3=\frac{\kappa}{R_L^4},\qquad
\kappa=\frac{30}{49}\frac{Z\rho_1\rho_3}{\Delta}-\frac{15}{2}\,\alpha\langle r^2\rangle .
\label{kappa}
\end{equation}

Within $a_3$ the two mechanisms have the same dependence on direction and distance but opposite signs, for negative ligands and positive $\rho_1\rho_3$. These two parts cancel at
\begin{equation}
\alpha^*=\frac{4}{49}\,\frac{Z\rho_1\rho_3}{\Delta\langle r^2\rangle}.
\end{equation}
Take ligands of one kind, placed so that the $a_1$ terms sum to zero but the $a_3$ terms do not. Then $\Omega_2\propto\kappa^2$: it first falls with $\alpha$, vanishes at $\alpha^*$, and then rises, in proportion to $\alpha^2$ for $\alpha\gg\alpha^*$. No atom has moved in the process.

\section{What the arrangement does}

Adding ligands means adding tensors, and $\|T\|^2$ contains their interference. Let $x=\mathbf n\cdot\mathbf n'$. For the degree-3 tensors, contracting one with $\mathbf n'\mathbf n'\mathbf n'$ is enough, because it is symmetric and traceless: the result is $x^3-\frac35x=\frac25P_3(x)$.

The degree-1 tensor is $\frac12(\delta_{ij}n_k+\delta_{ik}n_j)-\frac13\delta_{jk}n_i$. The product of two such first parts is $2x$, the two cross terms give $-\frac13x$ each, and the last parts give $\frac19\cdot3x$. The total is $\frac53x$. Products of degree 3 with degree 1 vanish, since each term of the latter contains a Kronecker delta and takes a trace of the former. Hence
\begin{equation}
\Omega_2=\frac{56}{225}\sum_{LL'}\Big[\frac25a_3a_3'P_3(x_{LL'})+\frac53a_1a_1'x_{LL'}\Big].
\label{pair}
\end{equation}

This formula was tested at a random site with five ligands at unequal distances. The one-electron matrices were found by quadrature, with finite-difference fields, and the line strength from $4f^6$ wavefunctions summed over $M_J$. The two sides agree within a relative tolerance of $10^{-5}$ for static mixing alone, polarisation alone, and both.

A ligand and its inversion partner at equal distance have opposite tensors, because $P_3$ and $P_1$ are odd. That is the familiar cancellation. But the sum can vanish without such partners, and symmetry supplies a case that does not rest on the ligand model.

Take the square antiprism, point group $D_{4d}$. It has no inversion centre, but it has the operation $S_8$: rotation by $45^\circ$ followed by reflection in the horizontal plane. Under $S_8$ the components of a polar vector acquire the factors
\begin{equation}
z:\ -1,\qquad x\pm iy:\ e^{\pm i\pi/4}.
\end{equation}
The rank-2 components, being products of these, acquire
\begin{equation}
1,\qquad -e^{\pm i\pi/4},\qquad \pm i .
\end{equation}
An allowed element of $T$ needs a vector factor times a rank-2 factor equal to 1. The vector factor $-1$ would need a partner $-1$, and $e^{\pm i\pi/4}$ would need $e^{\mp i\pi/4}$. Neither is in the second list. Every element of $T$ is forbidden, so $\Omega_2=0$.

A group average over characters gives the number of allowed couplings in other cases. It is zero for the group $O$, which also lacks inversion, and one each for $T_d$ and $D_4$. The $D_4$ case shows a limit of Eq.~(\ref{pair}): its one coupling belongs to $t=2$, which neither static mixing nor isotropic polarisation produces. Anisotropic ligand polarisability may supply it, provided that it is not axially symmetric about the bond.

The converse that the manuscript needs is therefore false. Inversion implies $\Omega_2=0$, because $T$ has odd parity; $\Omega_2=0$ does not imply inversion.

\section{A numerical comparison}

To compare sizes, I diagonalised the $4f^6$ Hamiltonian with $F^2,F^4,F^6=0.38,0.27,0.19$ and $\zeta=0.006$ hartree. These are round model values, not a fit to a crystal. The emitting level is $79\%$ quintet and $6\%$ septet; ${}^7F_2$ is $96\%$ septet. Since $U^{(2)}$ conserves spin, the red line relies on such spin mixing. The calculation gives $U^2=0.00351$, $M^2=0.115$, $\omega_2=0.0712$ and $\omega_1=0.0743$ hartree. For $n=1.5$ the medium factor in Eq.~(\ref{R}) is $0.892$, and
\begin{equation}
\frac{R}{\Omega_2}=\Big(\frac{0.07123}{0.07428}\Big)^3(0.892)(4c^2)\frac{0.003511}{0.1151}
\simeq1.80\times10^3\ a_0^{-2}.
\end{equation}

For the ligands I take $Z=1$, $\Delta=0.35$ hartree, $\rho_1=0.9\,a_0$, $\rho_3=3.5\,a_0^3$ and $\langle r^2\rangle=0.9\,a_0^2$. Then
\begin{equation}
\kappa=(5.51-6.75\,\alpha/a_0^3)\,a_0^5,\qquad \alpha^*=0.82\,a_0^3 .
\end{equation}

This $\alpha^*$ is smaller even than the polarisability of a helium atom (above $1.3\,a_0^3$), so with these parameters real anionic ligands lie on the rising branch and the exact cancellation is not reached.

As a measure of asymmetry that knows nothing of spectra, I use the rms distance $\delta$ between the ligand set and its inverted image, with the best pairing of ligands.

\subsection{A slightly distorted cube}

Split a cube into its two tetrahedra and give them radii $R_1$ and $R_2$. The site has symmetry $T_d$. Each ligand's inverted image lies on the same ray as a ligand of the other tetrahedron, so $\delta=|R_1-R_2|$.

Within a tetrahedron $x=-\frac13$ for distinct ligands, and $P_3(-\frac13)=\frac{11}{27}$. The degree-3 sum is $4(1+3\cdot\frac{11}{27})=\frac{80}{9}$; the degree-1 sum is $4(1-1)=0$. The second tetrahedron has opposite directions and enters with a minus sign:
\begin{equation}
\Omega_2=\frac{56}{225}\cdot\frac25\cdot\frac{80}{9}\,\kappa^2\Big(\frac1{R_1^4}-\frac1{R_2^4}\Big)^2 .
\label{cube}
\end{equation}

For radii $4.5$ and $4.7\,a_0$, $\delta=0.20\,a_0$ and the last bracket is $3.89\times10^{-4}\,a_0^{-4}$ before squaring. With $\alpha=10\,a_0^3$, $\kappa=-62.0\,a_0^5$, so
\begin{equation}
\Omega_2=0.885\,(62.0\times3.89\times10^{-4})^2a_0^2\simeq5.2\times10^{-4}\,a_0^2,
\end{equation}
or $1.4\times10^{-20}\,\mathrm{cm}^2$, and $R\simeq0.93$. At the same geometry:
\begin{center}
\begin{tabular}{ccc}
$\alpha/a_0^3$ & $\Omega_2/(10^{-4}a_0^2)$ & $R$\\
0 & 0.041 & 0.007\\
5 & 1.07 & 0.19\\
10 & 5.2 & 0.93\\
15 & 12.3 & 2.2
\end{tabular}
\end{center}

Tripling $\alpha$ from 5 to 15 raises $R$ by a factor of $11.5$, not 9, because the static term is subtracted from both amplitudes. A more polarisable host would usually also change $n$, which I held fixed. Going from $n=1.5$ to $1.8$ raises the medium factor from $0.892$ to $0.942$, about $6\%$. This figure depends on the cavity model: with the real-cavity amplitude factor $3n^2/(2n^2+1)$ the medium factor falls by $22\%$ over the same range. Either shift is small beside the factor of $11.5$. The tiny value at $\alpha=0$ arises because $T_d$ removes the $a_1$ terms. In a cube of radius $4.6\,a_0$ with one ligand moved to $4.4\,a_0$ and the opposite one to $4.8\,a_0$, $\delta$ is again $0.20\,a_0$, but Eq.~(\ref{pair}) gives $R=0.45$, $0.54$ and $0.87$ for $\alpha/a_0^3=0$, $5$ and $10$: static mixing is then large and the dependence on $\alpha$ much weaker. Excited $g$ orbitals, core excitations, shielding and overlap are also missing from the model, so neither case is a verdict on static mixing in real hosts.

\subsection{More distortion, less red light}

Now double the distortion, with radii $4.4$ and $4.8\,a_0$, so that $\delta=0.40\,a_0$, but use less polarisable ligands, $\alpha=5\,a_0^3$. The difference of inverse fourth powers grows by $2.01$, whereas $|\kappa|$ falls from $62.0$ to $28.2\,a_0^5$. By Eq.~(\ref{cube}),
\begin{equation}
\frac{R_{\rm large}}{R_{\rm small}}=(2.01)^2\Big(\frac{28.2}{62.0}\Big)^2\simeq0.84 .
\end{equation}
The more distorted site has $R=0.78$ and the less distorted one $0.93$. At equal $n$, ranking these hosts by $R$ would reverse their order in $\delta$. The margin is only $16\%$: if the $\alpha=10\,a_0^3$ host had $n=1.8$, the ratio would be $0.80$ with the virtual-cavity factor but $1.08$ with the real-cavity one.

\subsection{The antiprism}

Place eight ligands at $4.6\,a_0$, at $57^\circ$ from the antiprism axis. Inversion carries each square into the plane of the other, but turned by $45^\circ$ relative to the ligands there. The mismatch is a chord:
\begin{equation}
\delta=2(4.6\,a_0)\sin57^\circ\sin22.5^\circ\simeq2.95\,a_0,
\end{equation}
some fifteen times that of the first cube. Yet $R=0$.

The ligands are not individually inactive. For $\alpha=10\,a_0^3$ the terms $L=L'$ in Eq.~(\ref{pair}) add up to $0.081\,a_0^2$, of which $0.066\,a_0^2$ is of degree 1 and $0.015\,a_0^2$ of degree 3, and the terms $L\neq L'$ give $-0.081\,a_0^2$. The split cube has self-terms of the same size, $0.08\,a_0^2$, which cancel down to $5.2\times10^{-4}\,a_0^2$; in the antiprism the cancellation is complete. The red line is missing through interference among eight ligands, none of which has an inversion partner. Further digits are in the numerical output.

\section{What the data can support}

The manuscript's first conclusion, that a larger $R$ means a less symmetric site, should be withdrawn for comparisons between different ligands. Within a family that keeps the same ligands, the same coordination type and nearly the same $n$, a restricted version can hold. For the split cube with mean radius $\bar R$ and small $\delta$, Eq.~(\ref{cube}) gives $R\propto\kappa^2\delta^2/\bar R^{10}$. The ratio then follows the distortion, provided $\kappa$ and $\bar R$ stay fixed. This is a property of the family and has to be justified for each one.

The second conclusion, that a missing red line proves a centre of inversion, should also be withdrawn. A missing or weak red line may mean inversion, a small departure from it, a symmetry such as $D_{4d}$ or $O$, or a small $\Omega_2$ from weakly polarisable ligands. Complete cancellation between the mechanisms removes only the degree-3 terms and, for the parameters used here, would need a polarisability below that of real ligands.

The reverse inference survives: a purely electronic electric-dipole red line shows that the emitting site has no inversion centre. The words ``purely electronic'' matter, since odd vibrations can lend electric-dipole intensity at a centrosymmetric site. Such intensity can also appear in an antiprism, whose static value is zero.

Mixing of $J$ levels by the crystal field needs separate care. It changes the orange standard and lets other ranks into the red line, so $R$ no longer reduces to $\Omega_2$ alone. The electric-dipole zero of $D_{4d}$ survives it. The components of ${}^7F_2$ keep their $S_8$ factors, listed above for rank 2, when the static field mixes them with other levels of the same symmetry. With ${}^5D_0$ invariant, an electric-dipole transition would need one of the polar-vector factors, and none occurs among them. A magnetic dipole is an axial vector, however. Its $x\pm iy$ components acquire $-e^{\pm i\pi/4}$, which do occur in the list. Mixing of ${}^7F_1$ into ${}^7F_2$ can therefore give the red line a weak magnetic-dipole part, and $R$ is then small rather than exactly zero.

I recommend that the authors report $R$ as a measure of $\Omega_2$, state the index and the ligands beside it, and take the site symmetry from a structure determination. The number and polarisation of resolved crystal-field lines can narrow the choice but need not settle it: $O$ and $O_h$, for example, split each $J$ level into the same number of components. They differ only in whether the $T_1$ components, such as that of ${}^7F_4$, may carry electric-dipole intensity, and these components are magnetic-dipole allowed by symmetry in both groups.

\section*{Calculated quantities}
\begin{verbatim}
Slater F2, F4, F6 (Hartree): 0.38 0.27 0.19
spin-orbit zeta (Hartree): 0.006
4f-5d energy Delta (Hartree): 0.35
rho1 (bohr), rho3 (bohr^3): 0.9 3.5
<r^2> of 4f (bohr^2): 0.9
ligand charge magnitude Z (e): 1.0
refractive index n: 1.5
determinants: all, M=0: 3003 295
5D0 above 7F0 (Hartree): 0.07602
energy 5D0-7F1 (Hartree): 0.07428
energy 5D0-7F2 (Hartree): 0.07123
5D0 quintet, septet weight: 0.7883 0.0614
7F2 septet weight: 0.9610
U^2 for 5D0-7F2: 0.003511
M^2 for 5D0-7F1: 0.11511
R per Omega2 (1/bohr^2): 1801.93
medium factor, n=1.5: 0.8920
medium factor, n=1.8: 0.9416
allowed rank-2 couplings in D4d: 0
allowed rank-2 couplings in O: 0
allowed rank-2 couplings in Td: 1
allowed rank-2 couplings in D4: 1
allowed rank-2 couplings in Ci: 0
antiprism distance (bohr), polar angle (deg): 4.6 57.0
antiprism inversion mismatch (bohr): 2.953
antiprism self-pair Omega2, alpha=10 (bohr^2): 0.08089
antiprism cross-pair part (bohr^2): -0.08089
antiprism R, alpha=10: 0.000000
small-split cube radii (bohr): 4.5 4.7
small-split mismatch (bohr): 0.200
static a3*R_L^4 (bohr^5): 5.510
polarisation a3*R_L^4, alpha=10 (bohr^5): -67.500
cancelling polarisability (bohr^3): 0.8163
small split, alpha=0 bohr^3: Omega2=4.073e-06 bohr^2 = 0.0114e-20 cm^2, R=0.0073
small split, alpha=5 bohr^3: Omega2=1.070e-04 bohr^2 = 0.2996e-20 cm^2, R=0.1928
small split, alpha=10 bohr^3: Omega2=5.155e-04 bohr^2 = 1.4435e-20 cm^2, R=0.9288
small split, alpha=15 bohr^3: Omega2=1.230e-03 bohr^2 = 3.4431e-20 cm^2, R=2.2156
large-split cube radii (bohr): 4.4 4.8
large-split mismatch (bohr): 0.400
large split, alpha=5 bohr^3: R=0.7821
R large/alpha=5 over small/alpha=10: 0.8420
\end{verbatim}
